# Why a ligand field does not split the pure gadolinium(III) 8S term

A calculation on a gadolinium(III) precursor has to decide early whether spin-orbit coupling is needed. For bond lengths, ligand-exchange energies and the electronic entropy of the vapour, the splitting of the 4f ground level can be neglected. For the zero-field splitting seen in magnetic resonance, a calculation without spin-orbit coupling or any other spin-dependent term gives zero, and refining the geometry will not change that. Both answers follow from one fact: a ligand field shifts the pure $^8S$ term of $4f^7$ as a whole and does not split it, however the ligands are arranged.

## Conditions

"Pure" means seven electrons in the 4f shell with total spin $S=7/2$ and total orbital angular momentum $L=0$, with no spin-orbit mixing. The ligands act through

$$V=\sum_{i=1}^{7} v(i),$$

where $v$ acts on the position of one electron and not on its spin. This covers closed-shell ligands treated as charges, or as an effective potential on the f orbitals. It excludes radical ligands, whose exchange interaction with the metal depends on spin, and applied magnetic fields.

In first order, the energies of a degenerate term are the eigenvalues of the matrix of $V$ among its own states. Here there are eight, $|M\rangle$, with $M=-7/2,\dots,7/2$ the component of the total spin. The claim is

$$\langle M|V|M'\rangle=\delta_{MM'}\,\mathrm{Tr}\,v,\qquad \mathrm{Tr}\,v=\sum_{m=-3}^{3}\langle m|v|m\rangle .$$

## Why the splitting vanishes

There are seven f orbitals, so seven spin-up electrons fill each of them once. The state $M=7/2$ is therefore a single determinant $\Phi$, and no other state of $4f^7$ has this $M$. Its orbital component is $\sum m=0$. The operator $L_+$ gives zero on it, because raising any $m$ leads to an orbital that is already occupied or does not exist. Hence $L=0$.

Now apply $V$. It replaces each occupied orbital in turn by

$$v|m\rangle=\sum_{m'}|m'\rangle\langle m'|v|m\rangle+(\text{parts outside the 4f shell}).$$

The outside parts have no overlap with $4f^7$ states and drop out of the first-order matrix. Every term with $m'\neq m$ puts two spin-up electrons in the same orbital and vanishes by the Pauli principle. The terms $m'=m$ return $\Phi$. Within $4f^7$, therefore,

$$V\Phi=(\mathrm{Tr}\,v)\,\Phi .$$

The other seven states follow from the spin-lowering operator $S_-=\sum_i s_-(i)$. Since $v$ acts on position and $s_-$ on spin, $VS_-=S_-V$, and

$$V S_-\Phi=S_-V\Phi=(\mathrm{Tr}\,v)\,S_-\Phi .$$

Repeating this step reaches every $|M\rangle$ with the same eigenvalue. States of different $M$ are orthogonal, so the off-diagonal elements are zero. This proves the claim, and no symmetry of the ligand positions was used.

The result is stronger than first order. The electron repulsion $H_C$ conserves $M$, so $\Phi$, being alone at $M=7/2$, is also an eigenstate of $H_C$, with energy $E_S$ say. Within $4f^7$,

$$(H_C+V)|M\rangle=(E_S+\mathrm{Tr}\,v)|M\rangle$$

for a field of any strength. If covalency takes the electrons partly out of the 4f shell, the energy changes, but a spin-independent Hamiltonian still commutes with $S_-$ and the eight spin components stay degenerate. The octet remains the ground state as long as the field is too weak to pull a lower-spin state beneath it.

## Why the directions of the ligands drop out

One orbital state and a spin-independent field are enough to forbid a splitting. The spherical shape of the shell explains something further: why even the common shift ignores the bond angles when the ligands act as an electrostatic potential.

The addition theorem for spherical harmonics, taken at zero angle between its two directions, gives

$$\sum_{m=-3}^{3}|Y_{3m}(\theta,\phi)|^2=\frac{7}{4\pi}P_3(1)=\frac{7}{4\pi}.$$

With a common radial function $R(r)$, the trace becomes

$$\mathrm{Tr}\,v=\int R^2\sum_m|Y_{3m}|^2\,v\,d^3r=7\int_0^\infty R^2(r)\,\bar v(r)\,r^2dr,$$

where $\bar v(r)$ is the average of $v$ over a sphere of radius $r$. For a point charge at distance $D>r$, the Legendre expansion of $1/|\mathbf r-\mathbf D|$ contains the constant $1/D$ and terms that average to zero over the sphere. In reduced units, negative ligand charges of size $q_j$ at distances $D_j$ outside the shell repel each electron and give

$$\mathrm{Tr}\,v=7\sum_j \frac{q_j}{D_j}.$$

The distances matter and the directions do not.

A case without symmetry tests this. Charges 1.0, 0.8, 1.2 and 0.5 were placed at distances 1.0, 1.1, 1.3 and 1.05, with polar and azimuthal angles (12°, 5°), (70°, 40°), (95°, 170°) and (130°, 260°). The f electrons were put on a shell of radius 0.4, and the potential was integrated numerically. The seven orbital energies spread over 0.1162. The formula gives $7(1.0000+0.7273+0.9231+0.4762)=21.886$, and the eight-state matrix built from determinants gives the same shift, with a width of $2\times10^{-14}$, which is rounding error.

## Three geometries with six donors

Consider a model ion with six oxygen-like donors. Each ligand raises the f orbital pointing along its bond by $e_\sigma=400$ cm$^{-1}$, and the two orbitals of $\pi$ type about that bond by $e_\pi=100$ cm$^{-1}$ each. One ligand adds $e_\sigma+2e_\pi$ to the trace, so

$$\mathrm{Tr}\,v=6(400+2\times100)=3600\ \mathrm{cm^{-1}}.$$

The prism has its donors at polar angles 52° and 128°, three at each, with azimuths 0°, 120° and 240°. The irregular set has them at (10°, 0°), (75°, 20°), (80°, 110°), (95°, 200°), (100°, 290°) and (150°, 60°). The values of $e_\sigma$ and $e_\pi$ are held fixed; in a real molecule they would change with bond length. Widths are in cm$^{-1}$.

| Geometry | f orbitals | $^8S$, first order | $4f^{13}$, $J=7/2$ |
|---|---|---|---|
| octahedron | 950 | 0 | 843 |
| prism | 620 | 0 | 443 |
| irregular | 967 | 0 | 721 |

The zeros stand for computed widths of a few $10^{-12}$ cm$^{-1}$. The common shift is 3600 cm$^{-1}$ in all three cases. It does not show up in the spectrum of the shell: the part of $v$ proportional to the identity, $\mathrm{Tr}\,v/7$ per electron, moves every $4f^7$ state equally.

The last column shows that $J=7/2$ is not what protects gadolinium. A $4f^{13}$ ion also has a ground level with $J=7/2$, and Kramers' theorem guarantees only that its states stay in pairs. Its single hole has $L=3$ and a charge distribution that depends on the state, so the same ligand field splits it by hundreds of cm$^{-1}$.

## What spin-orbit coupling changes

The real ground level is not pure. Write the spin-orbit operator as $H_{so}=\zeta\sum_i \mathbf l_i\cdot\mathbf s_i$, with

$$\mathbf l\cdot\mathbf s=l_zs_z+\tfrac12(l_+s_-+l_-s_+).$$

On $\Phi$ the first term gives $\tfrac12\sum m=0$, and $s_+$ gives zero on a spin-up electron. What remains moves an electron from $m$ spin up to $m+1$ spin down, with amplitude $\tfrac12\zeta\sqrt{12-m(m+1)}$. The six resulting determinants are orthogonal, so the squared length of $H_{so}\Phi$ is

$$\frac{\zeta^2}{4}(6+10+12+12+10+6)=14\,\zeta^2 .$$

This state has $L=1$, because a vector operator has acted on $L=0$. It is a sextet, because $4f^7$ has no second octet. It is therefore $^6P$.

For $\zeta=1500$ cm$^{-1}$ the coupling is $\sqrt{14}\,\zeta\approx5610$ cm$^{-1}$. With Slater integrals $F^2,F^4,F^6=85000,\,60000,\,45000$ cm$^{-1}$, the next term lies 33114 cm$^{-1}$ above $^8S$. Taking it to be $^6P$, perturbation theory gives an admixture of $(5610/33114)^2\approx2.9\,\%$. Solving for the lowest eight states in the full space of 3432 determinants, with the irregular field, gives an octet weight of 97.1 %, in agreement.

One might now expect a splitting of about 2.9 % of the orbital spread, $0.029\times967\approx28$ cm$^{-1}$. The computed width is 0.22 cm$^{-1}$, more than a hundred times smaller. The reason is that the ligand field does not split $^6P$ in first order either. Write the $^6P$ states with $M=5/2$ as

$$|\alpha\rangle=\sum_i l_\alpha(i)\,s_-(i)\,\Phi,\qquad \alpha=x,y,z.$$

The determinants produced are orthonormal, so overlaps are traces over the f orbitals, $\langle\alpha|\beta\rangle=\mathrm{Tr}(l_\alpha l_\beta)$. Moving $V$ to the right until it meets $\Phi$ leaves a commutator:

$$\langle\alpha|V|\beta\rangle=\mathrm{Tr}\,v\;\mathrm{Tr}(l_\alpha l_\beta)+\mathrm{Tr}\big(l_\alpha[v,l_\beta]\big).$$

Cyclic reordering turns the last term into

$$\mathrm{Tr}(v\,l_\beta l_\alpha)-\mathrm{Tr}(v\,l_\alpha l_\beta)=\mathrm{Tr}\big(v[l_\beta,l_\alpha]\big).$$

The commutator is zero or $\pm i$ times a third component $l_\gamma$. In real f orbitals, $v$ is a symmetric matrix and $l_\gamma$ an antisymmetric one, so the trace of their product vanishes. Only the common shift is left, and $S_-$ carries this to the other spin components.

The contribution of order $\zeta^2v$ is thus absent. A splitting needs a further step, either another spin-orbit factor ($\zeta^3v$) or another ligand-field factor ($\zeta^2v^2$). The numbers for the irregular geometry fit this picture. Doubling the ligand field raises the width from 0.217 to 0.453 cm$^{-1}$, a factor of 2.1, close to linear. Reducing $\zeta$ tenfold lowers it to $3.5\times10^{-4}$ cm$^{-1}$, a factor of about 620, between the 100 of a square law and the 1000 of a cube law. This suggests that $\zeta^3v$ dominates at full $\zeta$, though the two terms were not separated. At $\zeta=0$ the same calculation in the full space, started from random vectors, returns eight degenerate states to within $4\times10^{-11}$ cm$^{-1}$.

Geometry does matter for this small remainder. The width is 0.22 cm$^{-1}$ for both the prism and the irregular set, but 0.06 cm$^{-1}$ for the octahedron. The simplest splitting operator is quadratic in the spin, $\mathbf S\cdot\mathbf D\cdot\mathbf S$. In cubic symmetry the tensor $\mathbf D$ must be a multiple of the identity, which gives the constant $S(S+1)$ and no splitting. The octahedral width has to come from higher powers of the spin.

## Comparison with real precursors

The parameters lie in the rough range of a gadolinium tris($\beta$-diketonate), although such compounds can raise their coordination number above six through added donors or bridging. Measured zero-field widths of Gd(III) complexes are often some tenths of a cm$^{-1}$. The model width is of similar size, but this does not show that the model contains every important mechanism. One assumption that real compounds break is the purity of the term, and in the model this moves the width from zero to about 0.2 cm$^{-1}$ (27 µeV). Covalency, excited configurations, the magnetic interaction between the electron spins and relativistic corrections to the ligand field are left out. They were not sized and could change a number this small substantially, so 0.2 cm$^{-1}$ is not a prediction for any one compound.

In a solid precursor, neighbouring ions also matter. Two moments of $7\mu_B$ in line, 1.0 nm apart, have a magnetic dipole energy of 0.04 cm$^{-1}$. Reversing one moment reverses the sign, so the neighbour spreads the eight states over about 0.08 cm$^{-1}$, two fifths of the model width. The coupling grows as the inverse cube of the distance: for ions 0.4 nm apart, as bridging ligands can place them, the energy would be about 0.7 cm$^{-1}$ and the spread about 1.3 cm$^{-1}$, several times the model width.

At a source temperature of 450 K, $kT=313$ cm$^{-1}$. The residual width is $7\times10^{-4}$ of this, so the eight states are almost equally populated. In the model the next level of the shell lies about 31000 cm$^{-1}$ up, and its Boltzmann factor is below $10^{-40}$.

## What to do in a calculation

**Structures and reaction energies.** For a trivalent ion with closed-shell ligands, place seven parallel electrons in the 4f shell. Each f orbital holds one electron, so there are no competing 4f occupations of the octet to search through, as there are for a partly filled shell with $L\neq0$. Spin-orbit coupling also lowers the whole ground level, by about $14\zeta^2/33114\approx950$ cm$^{-1}$ in second order with the model values. This cancels between two Gd(III) complexes as far as $\zeta$ and the gap to $^6P$ are the same in both, but it need not cancel in a reaction that changes the oxidation state. In free energies, include the electronic term $-kT\ln 8$. The residual splitting alters it by no more than the width itself, about 0.2 cm$^{-1}$ here.

**Checking a spin-free multiplet calculation.** The $4f^7$ space should give one octet root. If its spin components differ in energy without spin-orbit coupling or another spin-dependent term, the fault lies in the calculation and not in the coordination geometry.

**Zero-field splitting.** Include spin-orbit coupling, and include sextet states with it. With the octet alone, both $V$ and $H_{so}$ are constant over the eight states and the computed splitting is zero again. Adding only the $^6P$ term still gives zero, because $V$ is constant over $^8S$ and $^6P$ together; the other sextets are needed too, $^6D$ first. In the model the sextets give most of the width for the prism and the irregular set (0.20 and 0.19 of 0.22 cm$^{-1}$) but little of it for the octahedron (0.007 of 0.06 cm$^{-1}$), where the quartets supply most of the rest. Include quartets, add further states until the width settles, and judge convergence on a scale of hundredths of a cm$^{-1}$.

The full set of computed values is in the numerical output below.

## Numbers as computed

```
INPUTS (round model values)
F2, F4, F6: 85000, 60000, 45000 cm^-1
spin-orbit constant zeta: 1500 cm^-1
e_sigma, e_pi per ligand: 400, 100 cm^-1
source temperature: 450 K
STRUCTURE OF 4f7
determinants: 3432; with M_S = 7/2: 1
free-ion J levels: 327
8S to next term, no spin-orbit: 33114 cm^-1
ground to next level, with spin-orbit: 31354 cm^-1
POINT CHARGES WITHOUT SYMMETRY (reduced units)
spread of the seven f orbitals: 0.1162
8S shift from determinants: 21.885781
8S shift from 7 * sum(charge/distance): 21.885781
8S first-order width (rounding): 2e-14
SIX LIGANDS, THREE GEOMETRIES
octahedron: f-orbital spread 950.0 cm^-1
  8S common shift 3600.0 cm^-1
  8S first-order width (rounding) 2e-12 cm^-1
  4f13 J=7/2 first-order width 842.9 cm^-1
  4f7 residual width with spin-orbit 6.16e-02 cm^-1
trigonal prism: f-orbital spread 619.5 cm^-1
  8S common shift 3600.0 cm^-1
  8S first-order width (rounding) 3e-12 cm^-1
  4f13 J=7/2 first-order width 443.0 cm^-1
  4f7 residual width with spin-orbit 2.16e-01 cm^-1
irregular: f-orbital spread 966.8 cm^-1
  8S common shift 3600.0 cm^-1
  8S first-order width (rounding) 2e-12 cm^-1
  4f13 J=7/2 first-order width 720.5 cm^-1
  4f7 residual width with spin-orbit 2.17e-01 cm^-1
NEGLECTED EFFECTS, IRREGULAR GEOMETRY
Kramers doublets: 0.0000, 0.0761, 0.1299, 0.2166 cm^-1
residual width: 0.2166 cm^-1 = 26.86 microeV
8S weight in the ground level: 97.12 %
width at zeta = 0 (rounding): 4e-11 cm^-1
width at zeta/10: 3.47e-04 cm^-1
width at doubled ligand field: 0.4533 cm^-1
thermal energy kT: 312.8 cm^-1
residual width / kT: 6.9e-04
Boltzmann factor of next level: 2.9e-44
dipole coupling of two ions at 1.0 nm: 0.042 cm^-1
```
